\section*{Mean and Mean-Square Depth in a Triangular Well from Virial Relations}

\section{Result and conventions}

An electron of mass $m$ moves on the half-line $z>0$ in the potential
\begin{equation}
V(z)=Fz ,\qquad F>0 ,
\end{equation}
with a hard wall at $z=0$. In every bound level of energy $E$ its mean position and mean-square position are
\begin{equation}
\langle z\rangle=\frac{2E}{3F},\qquad
\langle z^2\rangle=\frac{8E^2}{15F^2}. \label{eq:result}
\end{equation}

Here $F=e\mathcal E$ is the size of the force on the electron, with $e>0$ the elementary charge and $\mathcal E$ the electric field along $+z$. The electron has charge $-e$, so the force pushes it towards the wall. The mass and the force do not vary with position. Both $z$ and $E$ are measured from the corner of the well, where $z=0$ and $V=0$. If the corner lies at position $b$ and energy $V_0$, then $z$ must be replaced by $z-b$ and $E$ by $E-V_0$ in \eqref{eq:result}. In a semiconductor layer, $E$ is the energy of motion normal to the interface; the energy of motion along the layer is not included.

The derivation uses the virial theorem and its next relative, in which the weight $z$ is replaced by $z^2$. Neither the wave function nor the list of levels is needed.

\section{An identity for weighted averages}

Let $K=\hbar^2/2m$. The Schr\"odinger equation is
\begin{equation}
K\psi''=(V-E)\psi ,\qquad \psi(0)=0 . \label{eq:se}
\end{equation}
The equation is real, so the real and imaginary parts of a solution solve it separately, and $\psi$ can be chosen real. It is normalised to $\int_0^\infty\psi^2\,dz=1$. For the moment $V(z)$ may be any smooth potential that grows at large $z$ and is finite at the wall.

Take the density $\rho=\psi^2$ and differentiate it:
\begin{align}
\rho'&=2\psi\psi',\\
K\rho''&=2K\psi'^2+2K\psi\psi''=2K\psi'^2+2(V-E)\rho . \label{eq:rho2}
\end{align}
The last step used \eqref{eq:se}. One more derivative gives
\begin{align}
K\rho'''&=4K\psi'\psi''+2V'\rho+2(V-E)\rho' \nonumber\\
&=4(V-E)\psi\psi'+2V'\rho+2(V-E)\rho' \nonumber\\
&=4(V-E)\rho'+2V'\rho , \label{eq:rho3}
\end{align}
because $4\psi\psi'=2\rho'$. This equation contains the density alone, which is why it suits averages.

Multiply \eqref{eq:rho3} by a smooth weight $f(z)$ and integrate from $0$ to $\infty$. Three integrations by parts on the left give
\begin{equation}
K\int_0^\infty f\rho'''dz
=K\Big[f\rho''-f'\rho'+f''\rho\Big]_0^\infty-K\langle f'''\rangle .
\end{equation}
For the weights used below, the decay of $\psi$ removes the upper limit. At the wall $\psi=0$, so $\rho=\rho'=0$, but \eqref{eq:rho2} leaves $\rho''(0)=2\psi'(0)^2$. The left side is therefore
\begin{equation}
-2Kf(0)\psi'(0)^2-K\langle f'''\rangle .
\end{equation}
On the right, one integration by parts is enough. Its boundary term vanishes because $\rho$ is zero at both ends:
\begin{align}
\int_0^\infty\! f\,[4(V-E)\rho'+2V'\rho]\,dz
&=-4\langle f'(V-E)\rangle-4\langle fV'\rangle+2\langle fV'\rangle \nonumber\\
&=-4\langle f'(V-E)\rangle-2\langle fV'\rangle .
\end{align}
Equating the two sides and changing all signs,
\begin{equation}
4\langle f'(V-E)\rangle+2\langle fV'\rangle
=K\left[2f(0)\psi'(0)^2+\langle f'''\rangle\right]. \label{eq:master}
\end{equation}
The wall enters through $f(0)$. A weight that vanishes at the wall does not feel it.

\section{Three choices of weight}

\subsection{$f=1$: balance of forces}
All derivatives of $f$ vanish and \eqref{eq:master} becomes
\begin{equation}
\langle V'\rangle=K\psi'(0)^2 .
\end{equation}
In a stationary state the mean momentum does not change, so the mean force is zero. The field pushes the electron towards the wall with mean force $\langle V'\rangle$, and the wall pushes back with $K\psi'(0)^2$. In the triangular well both equal $F$.

\subsection{$f=z$: the virial theorem}
Now $f'=1$, $f'''=0$ and $f(0)=0$:
\begin{equation}
4\langle V-E\rangle+2\langle zV'\rangle=0 . \label{eq:virial}
\end{equation}
The mean kinetic energy is $\langle T\rangle=E-\langle V\rangle$, so this is the virial theorem $2\langle T\rangle=\langle zV'\rangle$. The wall does exert a force, but at $z=0$, where force times position is zero. For $V=Fz$,
\begin{equation}
4F\langle z\rangle-4E+2F\langle z\rangle=0
\quad\Longrightarrow\quad
\langle z\rangle=\frac{2E}{3F}.
\end{equation}
It follows that $\langle V\rangle=2E/3$ and $\langle T\rangle=E/3$.

\subsection{$f=z^2$: the next relation}
Here $f'=2z$, and again $f'''=0$ and $f(0)=0$:
\begin{align}
8\langle z(Fz-E)\rangle+2F\langle z^2\rangle&=0,\\
10F\langle z^2\rangle&=8E\langle z\rangle,\\
\langle z^2\rangle&=\frac{4E}{5F}\cdot\frac{2E}{3F}=\frac{8E^2}{15F^2}.
\end{align}
This completes the derivation of \eqref{eq:result}. The spread of the density about its mean follows:
\begin{equation}
(\Delta z)^2=\left(\frac{8}{15}-\frac49\right)\frac{E^2}{F^2}
=\frac{4}{45}\frac{E^2}{F^2},\qquad
\Delta z=\frac{2E}{3\sqrt5\,F}. \label{eq:spread}
\end{equation}
Hence $\Delta z/\langle z\rangle=1/\sqrt5$ in every level.

\section{The classical limit, and where $\hbar$ enters}

Planck's constant is absent from \eqref{eq:result} once $E$ is given. In \eqref{eq:master} it appears explicitly in $K$, and for $f=z$ and $f=z^2$ the bracket multiplied by $K$ is zero. A classical particle should then have the same two averages.

Let the particle bounce elastically at $z=0$ with energy $E$. It turns at $z_t=E/F$. At time $t$ after turning, $z=z_t-Ft^2/2m$, and it reaches the wall at the time $t_0$ for which $Ft_0^2/2m=z_t$. With $s=t/t_0$,
\begin{equation}
z=z_t(1-s^2),\qquad 0\le s\le1 .
\end{equation}
The rise takes the same time as the fall, so a time average is an average over $s$:
\begin{align}
\overline{z}&=z_t\int_0^1(1-s^2)\,ds=\frac23z_t,\\
\overline{z^2}&=z_t^2\int_0^1(1-2s^2+s^4)\,ds=\frac8{15}z_t^2 .
\end{align}
These are the quantum values. The mean lies beyond the midpoint $z_t/2$ because the particle is slow near the turning point.

The third moment does contain $\hbar$. With $f=z^3$, $f'''=6$ and
\begin{align}
12\langle z^2(Fz-E)\rangle+2F\langle z^3\rangle&=6K,\\
\langle z^3\rangle=\frac{6E}{7F}\langle z^2\rangle+\frac{3K}{7F}
&=\frac{16E^3}{35F^3}+\frac{3\hbar^2}{14mF}. \label{eq:third}
\end{align}
The first term is the classical average, since $\int_0^1(1-s^2)^3ds=16/35$. The second is the same for all levels at given $m$ and $F$, so its relative weight falls as $E$ rises.

\section{The levels, and a second route to the mean}

Numbers require $E$. Define the length $\ell=(K/F)^{1/3}$ and the variable $x=(z-E/F)/\ell$. Equation \eqref{eq:se} becomes
\begin{equation}
\frac{K}{\ell^2}\frac{d^2\psi}{dx^2}=F\ell x\,\psi
\quad\Longrightarrow\quad \frac{d^2\psi}{dx^2}=x\psi ,
\end{equation}
because $K=F\ell^3$. The decaying solution is the Airy function $\mathrm{Ai}(x)$. The wall lies at $x=-E/(F\ell)$, which must be one of the zeros $-a_n$ of $\mathrm{Ai}$. Therefore
\begin{equation}
E_n=a_nF\ell=a_n\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}. \label{eq:levels}
\end{equation}

For a given level, $E_n\propto F^{2/3}$, so $dE_n/dF=2E_n/(3F)$. By the Hellmann--Feynman theorem this derivative is also $\langle\partial H/\partial F\rangle=\langle z\rangle$. The change of $\psi$ with $F$ contributes nothing, since $\psi$ stays normalised and stays zero at the wall. The mean position is thus confirmed by another road.

Equations \eqref{eq:result} and \eqref{eq:levels} give $\langle z\rangle=\tfrac23a_n\ell\propto(mF)^{-1/3}$. At fixed level and mass, a stronger field raises the energy and still brings the electron closer to the wall.

\section{Worked example: a silicon inversion layer}

An electron layer held against the oxide on a (100) silicon surface is roughly such a well. Take the rough typical values $m=0.92\,m_0$ normal to the surface, with $m_0$ the free-electron mass, and a surface field of $0.5$ MV/cm. Then $F=0.050$ eV/nm, $K=0.0414$ eV\,nm$^2$ and $\ell=(0.0414/0.050)^{1/3}=0.939$ nm. With $a_1=2.338$,
\begin{align}
E_1&=2.338\times0.050\times0.939=0.110\ \text{eV},\\
\langle z\rangle&=\tfrac23\times2.196\ \text{nm}=1.46\ \text{nm},\\
\langle z^2\rangle&=\tfrac8{15}\times(2.196\ \text{nm})^2=2.57\ \text{nm}^2,
\end{align}
where $2.196$ nm is $E_1/F$. The rms depth is $1.60$ nm and the spread is $0.65$ nm. Direct integration over the Airy function gives $1.4638$ nm and $2.5714$ nm$^2$, equal to the formulas in all these digits. The third moment is $5.19$ nm$^3$ against a classical $4.84$ nm$^3$, so the $\hbar$ term in \eqref{eq:third} adds $7\%$ to the classical value.

\subsection{A use of the mean}
Let the layer hold $N$ electrons per unit area. In Gaussian units their charge makes a field of size $4\pi eN\,p(z)/\varepsilon_s$ at depth $z$, where $p(z)$ is the fraction lying deeper than $z$ and $\varepsilon_s$ is the permittivity of silicon. Since $\int_0^\infty p\,dz=\langle z\rangle$, the potential drop is $4\pi eN\langle z\rangle/\varepsilon_s$. An oxide of permittivity $\varepsilon_{ox}$ and thickness $(\varepsilon_{ox}/\varepsilon_s)\langle z\rangle$ would take up the same drop. With the chosen model inputs $\varepsilon_{ox}=3.9$ and $\varepsilon_s=11.7$ this is $1.46/3=0.49$ nm, about a tenth of a $5$ nm oxide.

\subsection{A use of the mean square}
Ionised acceptors of density $N_A$ weaken the field with depth: $V''=-4\pi e^2N_A/\varepsilon_s$. This adds $-(2\pi e^2N_A/\varepsilon_s)z^2$ to the potential, and to first order the level moves by
\begin{equation}
\delta E=-\frac{2\pi e^2N_A}{\varepsilon_s}\langle z^2\rangle .
\end{equation}
For $N_A=3.7\times10^{17}$ cm$^{-3}$ the prefactor is $0.286$ meV/nm$^2$, so $\delta E=-0.286\times2.57=-0.74$ meV. Diagonalization with the extra term included gives $-0.741$ meV, against $-0.736$ meV from the formula before rounding.

\section{Where the relations fail}

\subsection{A soft wall}
Let the oxide be a flat barrier of height $U$ and electron mass $m_{ox}$. Inside it $\psi\propto e^{\kappa z}$ with $\kappa=\sqrt{2m_{ox}(U-E)}/\hbar$. Continuity of $\psi$ and of $\psi'/m$ gives
\begin{equation}
\frac{\psi(0)}{\psi'(0^+)}=\frac{m_{ox}}{m\kappa}\equiv\delta .
\end{equation}
Continued in a straight line, the wave function would vanish at $z=-\delta$. For small $\delta$ the well acts as if its hard wall stood there, where $V=-F\delta$. The energy then falls by about $F\delta$ and the mean position by about $\delta$. The expression $2E/(3F)$ falls by only $2\delta/3$, so it overestimates the depth by $\delta/3$.

With the rough values $U=3.1$ eV and $m_{ox}=0.5\,m_0$, $\delta=0.087$ nm. The full matching calculation gives $E=105.5$ meV and $\langle z\rangle=1.377$ nm, while $2E/(3F)=1.406$ nm. The excess of $0.029$ nm is $\delta/3$.

\subsection{A screened field}
The electrons themselves also weaken the field with depth. Then $V'\le F$ and $V\le Fz$, where $F$ is now the force at the surface. Equation \eqref{eq:virial} gives
\begin{equation}
E=\langle V\rangle+\tfrac12\langle zV'\rangle\le\tfrac32F\langle z\rangle ,
\end{equation}
so $2E/(3F)$ is a lower bound on the mean depth. A self-consistent calculation, with $10^{12}$ electrons per cm$^2$ all in the lowest level and the acceptors included, gives $E=103.4$ meV and $\langle z\rangle=1.59$ nm. The surface field gives $2E/(3F)=1.38$ nm, $13\%$ below that depth. The mean field of $0.414$ MV/cm gives $1.67$ nm, $5\%$ above it. Neither choice restores the relation. The identity \eqref{eq:master} still holds in this potential.

\section{The model beside a real layer}

Real inversion layers break the assumptions of a hard wall, a uniform field and a single occupied level. Taken one at a time at fixed surface field, the corrections to the mean depth of $1.46$ nm are $-6\%$ from the soft wall, $+8\%$ from screening, and $+6\%$ from the repulsive image potential of a very thick oxide, which also raises the level to $123$ meV. A metal gate behind $5$ nm of oxide would bring that level down to about $118$ meV and hardly change the depth. At $300$ K, with levels and depths from the triangular model, $77\%$ of the electrons are in the lowest level and $20\%$ in the valleys with normal mass $0.19\,m_0$, whose lowest level is at $186$ meV. The average depth becomes $1.71$ nm, $17\%$ more. The Fermi level lies $41$ meV below $E_1$, about $1.6\,k_BT$, so the layer is not strongly degenerate. These populations depend on the model. In the screened well the two shares become about $66\%$ and $28\%$, with the Fermi level $45$ meV below $E_1$. The soft wall acts more strongly on the light-mass valleys, where $\delta\approx0.42$ nm; in the unscreened well it raises their share to about $31\%$ and lowers the average depth to $1.63$ nm.

Exchange and correlation have not been calculated; their Coulomb scale is $33$ meV, so the absolute energy, and to a lesser degree the depth, are less certain than their printed digits suggest. A rough mobility of $500$ cm$^2$/Vs corresponds, for the in-plane mass $0.19\,m_0$, to a collision broadening $\hbar/\tau$ of about $12$ meV (a half-width $\hbar/2\tau$ of $6$ meV) if scattering is equally likely in all directions, and to more if small angles dominate. The first two levels of the heavy-mass valleys are $82$ meV apart in the triangular well and about $65$ meV apart in the self-consistent one. Direct tunnelling through a defect-free oxide is negligible here: the estimated tunnelling factor through $5$ nm of oxide is about $10^{-25}$, and the oxide field of $1.5$ MV/cm is well below a rough breakdown value of $10$ MV/cm. Without drain bias, the lowest level lies roughly $0.13$ to $0.16$ eV above the bulk valence-band edge in the screened well at $300$ K, depending on the valence-band density of states assumed, so band-to-band tunnelling finds no valence states at that energy. For these parameters each calculated correction, taken alone, changes the mean depth by less than a fifth. Together they can change it more: screening and thermal occupation, treated self-consistently with the hard wall kept, increase it by more than a third. The combined effect of all the corrections has not been calculated. Most of the values quoted here are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
normal mass 0.92 m0, light mass 0.19 m0
surface field 0.5 MV/cm, force F 0.050 eV/nm
K = hbar^2/2m 0.04141 eV nm^2, Airy length 0.9391 nm
level 1: Airy number 2.3381, E 109.79 meV, E/F 2.1958 nm
  <z> formula 1.4638 nm, quadrature 1.4638 nm
  <z^2> formula 2.5714 nm^2, quadrature 2.5714 nm^2
  rms depth 1.6036 nm, spread 0.6547 nm, <T> 36.60 meV
level 2: Airy number 4.0879, E 191.95 meV, E/F 3.8391 nm
  <z> formula 2.5594 nm, quadrature 2.5594 nm
  <z^2> formula 7.8606 nm^2, quadrature 7.8606 nm^2
  rms depth 2.8037 nm, spread 1.1446 nm, <T> 63.98 meV
level 3: Airy number 5.5206, E 259.22 meV, E/F 5.1845 nm
  <z> formula 3.4563 nm, quadrature 3.4563 nm
  <z^2> formula 14.3354 nm^2, quadrature 14.3354 nm^2
  rms depth 3.7862 nm, spread 1.5457 nm, <T> 86.41 meV
grid, level 1: E 109.79 meV, <z> 1.4638 nm, <z^2> 2.5714 nm^2
classical bounce: <z> 1.4638 nm, <z^2> 2.5714 nm^2
<z^3>: quantum 5.1946 nm^3, classical 4.8396 nm^3
largest relative error of weighted identity 1.1e-04
equivalent extra oxide thickness 0.488 nm
permittivities: silicon 11.7, oxide 3.9
inversion density 1.00e+12 cm^-2, doping 3.70e+17 cm^-3
depletion density 2.23e+12 cm^-2
depletion shift: formula -0.736 meV, grid -0.741 meV
barrier 3.1 eV, oxide mass 0.5 m0, slide length 0.0867 nm
finite barrier: E 105.48 meV, <z> 1.3770 nm
  2E/(3F) with that E 1.4064 nm
self-consistent field: E 103.40 meV, <z> 1.5881 nm
  2E/(3F) with surface F 1.3787 nm
  mean field 0.4136 MV/cm, 2E/(3F) with it 1.6668 nm
image potential: E 122.95 meV, <z> 1.5549 nm
Coulomb scale for exchange and correlation 32.7 meV
kT at 300 K 25.85 meV, Fermi level minus E1 -40.9 meV
lowest light-normal-mass level 185.74 meV
share in level 1 76.6 %, in light-mass valleys 19.6 %
thermal mean depth 1.7086 nm
mobility 500 cm2/Vs, collision broadening 12.2 meV
oxide field 1.50 MV/cm, rough breakdown 10 MV/cm
oxide 5.0 nm: log10 of tunnelling factor -25.4
gap 1.12 eV, band bending 1.065 eV
level 1 above bulk valence edge 0.165 eV
\end{verbatim}
